# Why Born charges in perovskites exceed ionic charges: a two-site chain

**Question.** In cubic barium titanate the titanium ion has a nominal charge of 4, yet when it moves along a Ti–O bond the polarization changes as if its charge were roughly 7. How can an ion carry more charge than it has, and what does the gap between the oxygen and metal levels have to do with it?

**Answer.** The Born charge measures a current, not a stock of charge. If all ions of one kind are displaced by $u$, with the cell fixed and no macroscopic field, then $Z^*$ is the change of dipole moment per cell divided by $u$, for small $u$. Electrons that flow between other places during the motion count too. In a partly covalent crystal they do flow, because the motion strengthens some bonds and weakens others. A chain with two sites per cell shows how.

## The chain and the mechanism

Hartree atomic units are used, with charges in units of $e$, so an electron has charge $-1$. The period is $a=2d$. In the home cell an anion orbital with level $-\Delta$ sits at $x=0$, and a cation orbital with level $+\Delta$ sits at $x=d+u$. Neighbours are coupled by a hopping that depends on bond length,

$$t(r)=t_0\,(d/r)^p ,\qquad t_1=t(d+u),\qquad t_2=t(d-u).$$

Seen from the anion, $t_1$ belongs to the bond on its right and $t_2$ to the bond on its left. Two electrons per cell fill the lower band. The cation core has charge $+2$ and the anion core charge 0, so with both electrons on the anion the ions have their nominal charges $\pm2$. The position operator is taken as diagonal in the site orbitals.

The levels are held fixed. This costs nothing at first order: inversion about an anion turns $u$ into $-u$, so the levels can change only at order $u^2$.

If $x_W$ is the centre of the Wannier function that holds the pair, the dipole per cell is $2(d+u)-2x_W$, and

$$Z^*=2-2\,\frac{dx_W}{du}\bigg|_{u=0}. \tag{1}$$

Suppose first that $t_0\ll\Delta$. The Wannier function is then the anion orbital with small tails on its two cation neighbours. First-order perturbation theory gives a tail the amplitude $t/(-\Delta-\Delta)$, hence the weight $t^2/4\Delta^2$. The neighbours sit at $d+u$ and $-(d-u)$, so to leading order

$$x_W=\frac{(d+u)\,t_1^2-(d-u)\,t_2^2}{4\Delta^2}.$$

Each bond contributes $r\,t(r)^2\propto r^{1-2p}$, whose derivative at $r=d$ is $(1-2p)t_0^2$. Both terms contribute equally to the slope, so $dx_W/du=(1-2p)t_0^2/2\Delta^2$ and

$$Z^*\simeq 2+(2p-1)\frac{t_0^2}{\Delta^2}\qquad(t_0\ll\Delta). \tag{2}$$

When the cation sublattice moves right, each anion's left bond shortens and its right bond lengthens. The Wannier function leans towards the short bond, to the left. Negative charge moving left gives a dipole of the same sign as positive charge moving right, so it adds to the cation's charge.

A competing effect is that the tails ride along with the cations and carry negative charge to the right. The hopping must vary fast enough to win, which in this wide-gap limit means $p>1/2$.

## The Berry phase for any gap

When the gap is not wide, the tails are not small and the whole band is needed. Give the Bloch states phases that follow the atomic positions. The Hamiltonian for (anion, cation) is then

$$H_k=\begin{pmatrix}-\Delta&e^{iku}f\\ e^{-iku}f^*&\Delta\end{pmatrix},\qquad f=t_1e^{ikd}+t_2e^{-ikd}.$$

Its energies are $\pm\varepsilon$, with $\varepsilon=\sqrt{\Delta^2+|f|^2}$. At $u=0$, $f=2t_0\cos kd$ vanishes at the zone boundary, so the charge-transfer gap is $E_g=2\Delta$.

Let $v_k$ be the lower eigenvector. The Wannier function has the amplitude $w_X=\frac{a}{2\pi}\int e^{ikX}v_k\,dk$ on a site at $X$, with the component of $v_k$ that belongs to that site. Since $Xe^{ikX}=-i\partial_ke^{ikX}$, integration by parts gives $Xw_X=\frac{a}{2\pi}\int e^{ikX}\,i\partial_kv_k\,dk$. There is no boundary term, because the phase of $v_k$ is chosen so that $e^{ikX}v_k$ is smooth and periodic in $k$. Summing $w_X^*Xw_X$ over all sites yields

$$x_W=\frac{a}{2\pi}\int_0^{2\pi/a}i\langle v_k|\partial_kv_k\rangle\,dk .$$

The factor $e^{iku}$ can be removed by writing $v_k=(\tilde v_A,\,e^{-iku}\tilde v_C)$, where $\tilde v$ is the eigenvector with off-diagonal element $f$. Differentiating the phase gives an extra term $u|\tilde v_C|^2$, so

$$x_W=u\,w+\tilde x,\qquad w=\frac{a}{2\pi}\int|\tilde v_C|^2dk .$$

The first term is the cation's share $w$ of each electron, carried rigidly. The second, $\tilde x$, is the Wannier centre on a frozen lattice whose hoppings are $t_1$ and $t_2$. At $u=0$ the slope is $w+d\tilde x/du$.

**Rigid part.** The derivative of the lower energy $-\varepsilon$ with respect to $\Delta$ is $|\tilde v_C|^2-|\tilde v_A|^2=-\Delta/\varepsilon$. With normalization, $|\tilde v_C|^2=\frac12(1-\Delta/\varepsilon)$. Put $kd=\pi/2+y$ and define

$$n=\frac{4t_0^2}{\Delta^2},\quad S=\sqrt{1+n\sin^2y},\quad K=\int_0^{\pi/2}\frac{dy}{S},\quad E=\int_0^{\pi/2}S\,dy .$$

These are the complete elliptic integrals of parameter $-n$. At $u=0$, $\varepsilon=\Delta S$, and one zone covers an interval of length $\pi$ in $y$. The average of $\Delta/\varepsilon$ is therefore $2K/\pi$, and

$$w=\frac12-\frac K\pi,\qquad Z_{\rm stat}=2(1-w)=1+\frac{2K}{\pi}. \tag{3}$$

This is the charge that actually sits on the cation. Since $S\ge1$, $K\le\pi/2$ and $Z_{\rm stat}\le2$: covalency lowers it.

**Hopping part.** On the frozen lattice write $t_1=t_0+\delta$ and $t_2=t_0-\delta$, so that $f=2t_0\cos kd+2i\delta\sin kd$. From here $v$ stands for $\tilde v$. The product rule gives

$$\partial_\delta\big(i\langle v|\partial_kv\rangle\big)-\partial_k\big(i\langle v|\partial_\delta v\rangle\big)=-2\,{\rm Im}\langle\partial_\delta v|\partial_kv\rangle\equiv F .$$

The $\partial_k$ term integrates to zero over the zone, because $\langle v|\partial_\delta v\rangle$ is periodic when the positions are fixed. Hence $d\tilde x/d\delta=\frac{a}{2\pi}\int F\,dk$.

To find $F$, let $v_+$ be the upper state. Perturbation theory gives the component of $\partial v$ along $v_+$ as $\langle v_+|\partial H|v\rangle/(-2\varepsilon)$. The components along $v$ itself are imaginary, so their product is real and drops out. Thus

$$F=-\frac{2}{4\varepsilon^2}\,{\rm Im}\big[\langle v|\partial_\delta H|v_+\rangle\langle v_+|\partial_kH|v\rangle\big].$$

At a given point, a constant phase on the cation orbital makes $f$ real. Then $v=(\cos\alpha,-\sin\alpha)$ and $v_+=(\sin\alpha,\cos\alpha)$, with $\cos2\alpha=\Delta/\varepsilon$. Let $g_1=\partial_\delta f$ and $g_2=\partial_kf$, multiplied by the same phase. The two matrix elements are

$$g_1\cos^2\alpha-g_1^*\sin^2\alpha=\cos2\alpha\,{\rm Re}\,g_1+i\,{\rm Im}\,g_1,$$
$$g_2^*\cos^2\alpha-g_2\sin^2\alpha=\cos2\alpha\,{\rm Re}\,g_2-i\,{\rm Im}\,g_2 .$$

The imaginary part of their product is $\cos2\alpha\,{\rm Im}(g_1g_2^*)$, in which the phase cancels. With $\partial_\delta f=2i\sin kd$ and $\partial_kf=-2t_0d\sin kd+2i\delta d\cos kd$, one has ${\rm Im}(g_1g_2^*)=-4t_0d\sin^2kd$. Therefore

$$F=\frac{2t_0d\,\Delta\sin^2kd}{\varepsilon^3}. \tag{4}$$

It is positive: a stronger right bond pulls the centre to the right.

At $\delta=0$, with $dk=dy/d$ and $\sin^2kd=\cos^2y$,

$$\frac{d\tilde x}{d\delta}=\frac{2at_0}{\pi\Delta^2}\int_0^{\pi/2}\frac{\cos^2y}{S^3}\,dy .$$

To do the integral, differentiate $\sin y\cos y/S$:

$$\frac{d}{dy}\frac{\sin y\cos y}{S}=\frac{(\cos^2y-\sin^2y)S^2-n\sin^2y\cos^2y}{S^3}=\frac{\cos^2y}{S^3}-\frac{\sin^2y}{S},$$

where $S^2-n\sin^2y=1$ was used. The left side integrates to zero, so the wanted integral equals $\int\sin^2y/S\,dy$. Because $\sin^2y=(S^2-1)/n$, this is $(E-K)/n$. Inserting $n$ gives

$$\frac{d\tilde x}{d\delta}=\frac{a\,(E-K)}{2\pi t_0}.$$

Finally $d\delta/du=t'(d)=-pt_0/d$ and $a=2d$, so $d\tilde x/du=-(p/\pi)(E-K)$. Equation (1) becomes

$$Z^*=\underbrace{1+\frac{2K}{\pi}}_{\rm static}+\underbrace{\frac{2p}{\pi}(E-K)}_{\rm dynamic}. \tag{5}$$

For another hopping law, $p$ stands for $-d\ln t/d\ln r$ at $r=d$. Moving both sublattices together shifts a neutral crystal and leaves its dipole unchanged, so the anion has the charge $-Z^*$.

## What closing the gap does

Keep $t_0$ fixed and reduce $\Delta$, so that $n$ grows. Differentiating under the integrals gives $dK/dn=-\frac12\int\sin^2y/S^3\,dy$ and $dE/dn=\frac12\int\sin^2y/S\,dy$, hence

$$\frac{dZ^*}{dn}=\frac1\pi\int_0^{\pi/2}\frac{\sin^2y}{S^3}\,\big(pS^2+p-1\big)\,dy .$$

For $p\ge1/2$ the bracket is at least $2p-1\ge0$, and it is positive wherever $S>1$. The charge starts from 2 at $n=0$ and rises steadily as the gap closes. For $0<p<1/2$ it first falls below 2, as equation (2) shows, and exceeds 2 only once the gap is narrow enough (for $p=0.3$ and $n=100$, equation (5) gives 3.1). With $p=0$ the static charge alone remains, and it decreases. A small gap therefore does not suffice: the hopping must respond to bond length.

For $\Delta\ll t_0$, $S\to\sqrt n\sin y$, so $E\to\sqrt n$ while $K\to0$. Then

$$Z^*\simeq1+\frac{4pt_0}{\pi\Delta}=1+\frac{8p\,t_0}{\pi E_g}. \tag{6}$$

The growth comes from states near the zone boundary. There (4) has a peak of height $2t_0d/\Delta^2$ and a width in $y$ of order $\Delta/t_0$, which leaves an area proportional to $1/\Delta$. At the boundary itself $f=0$ and the lower state lies wholly on the anion, since $|\tilde v_C|^2=\frac12(1-\Delta/\varepsilon)$ vanishes there; only for $|y|\gg\Delta/t_0$ does it have nearly equal weight on both sites. The peak marks this crossover. Within it $f\simeq-2t_0y+2i\delta$ is small, so a small difference between the two bonds changes $f$, and with it the state, strongly.

The divergence belongs to the slope at $u=0$, not to the dipole. For finite $\delta$, still small beside $t_0$, the energy near the boundary is $\varepsilon^2\simeq\Delta^2+4\delta^2+4t_0^2y^2$. With $\int_{-\infty}^{\infty}dy\,(M^2+b^2y^2)^{-3/2}=2/(bM^2)$, equation (4) gives

$$\frac{d\tilde x}{d\delta}\simeq\frac{a}{2\pi}\,\frac{2\Delta}{\Delta^2+4\delta^2},\qquad \tilde x\simeq\frac a{2\pi}\arctan\frac{t_1-t_2}{\Delta}. \tag{7}$$

In this limit the hopping moves the centre by at most $a/4$, to the middle of the strong bond. Linear response needs $|t_1-t_2|\simeq2pt_0|u|/d\ll\Delta$, a range that shrinks with the gap.

## Numbers

Take the round parameters $d=4$ bohr, $t_0=0.05$ hartree, $p=3.5$ and $\Delta=0.1$ hartree. The gap is 0.2 hartree (5.4 eV) and $n=1$, for which $K=1.3110$ and $E=1.9101$. Then

$$Z_{\rm stat}=1+\frac{2(1.3110)}{\pi}=1.835,\qquad Z_{\rm dyn}=\frac{7}{\pi}(1.9101-1.3110)=1.335,$$

and $Z^*=3.17$, against a nominal 2. The ion holds less than its nominal charge and responds as if it held more.

The Wannier function shows the flow. For $u=0.1$ bohr it was obtained by diagonalizing the position operator within the occupied states of an open chain of 41 cells. The left hopping is 0.0546 hartree and the right one 0.0459 hartree. The weights are 0.0502 on the left cation, 0.9153 on the home anion and 0.0334 on the right cation. The two cations contribute

$$0.0334\times4.1-0.0502\times3.9=-0.059\ \text{bohr}$$

to the centre, which lies at $-0.0585$ bohr. The dipole changes by $2(0.1)+2(0.0585)=0.317$, which is 3.17 per unit displacement.

Changing the gap alone, equation (5) gives:

| $E_g$ (hartree) | static | dynamic | $Z^*$ |
|---|---|---|---|
| 0.80 | 1.98 | 0.11 | 2.09 |
| 0.20 | 1.83 | 1.33 | 3.17 |
| 0.05 | 1.44 | 8.29 | 9.73 |
| 0.02 | 1.23 | 21.93 | 23.16 |

The narrow-gap law (6) gives 9.91 and 23.28 for the last two rows.

For the smallest gap, the Berry phase was also evaluated at finite $u$, from overlaps of neighbouring states on a grid of 8000 $k$ points. The dipole change divided by $u$ is 23.2 at $u=0.001$ bohr, 19.2 at 0.1 bohr and 9.2 at 0.4 bohr. At 0.1 bohr the hopping difference is 0.0088 hartree, already close to $\Delta=0.01$ hartree, so the linear range has been left.

## Back to the perovskite

The lower level stands for oxygen $2p$ and the upper one for the empty metal $d$ states. A $p$ orbital has lobes of opposite sign, so its hoppings to the left and right $d$ orbitals differ in sign. This changes $f$ to

$$t_1e^{ikd}-t_2e^{-ikd}=-i\big[t_1e^{i(kd+\pi/2)}+t_2e^{-i(kd+\pi/2)}\big],$$

which is the old $f$ with $k$ shifted by $\pi/a$ and a constant phase. Integrals over the zone do not notice, so $x_W$ and $Z^*$ are unchanged; the smallest gap merely moves to $k=0$.

The chain also indicates why the direction of an oxygen displacement matters. Along the metal–oxygen line one bond shortens and the other lengthens at first order in $u$. Across the line both lengths change only at order $u^2$, so this contribution to the Born charge is absent.

The chain does not predict the value 7 for titanium. A real perovskite has several $p$ and $d$ orbitals, $\pi$ as well as $\sigma$ bonds, bands in three dimensions and electrons that respond to one another. The $1/E_g$ law (6) does not carry over either, because it belongs to one dimension. In a square plane of $d_{xy}$ and $p$ orbitals with the same hopping law, the states near the smallest gap fill a much smaller share of the zone, and the dynamic charge grows only as the logarithm of $t_0/E_g$. What carries over is the mechanism: the excess charge is a current of electrons between anion and cation, driven by the change of bond lengths and made easier by a small charge-transfer gap.

Numbers in the example were calculated in double precision.
